# Interband Conductivity of a Three-Dimensional Massive Dirac Semiconductor: a numerical check

```python
"""Interband conductivity of a three-dimensional massive Dirac semiconductor.

Result under test, for H = hbar*v*(alpha . k) + Delta*beta, gap = 2*Delta,
zero temperature and chemical potential in the gap:
    Re sigma = e^2 omega/(12 pi hbar v) * sqrt(1-x^2) * (1+x^2/2),
    x = gap/(hbar omega) < 1; zero below the gap.
alpha, beta: 4x4 Dirac matrices; v: velocity; k: wave vector.
Tests use hbar = e = 1; the example uses eV, nm and S/cm.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.kron(pauli[2], np.eye(2)).astype(complex)


def mass_factor(x):
    return np.sqrt(1 - x**2) * (1 + x**2 / 2)


def hamiltonian(k, mass, velocities=(1.0, 1.0, 1.0)):
    """k has shape (N,3); mass is a number or an array of length N."""
    mass = np.broadcast_to(mass, (len(k),))
    return (np.einsum('ni,iab->nab', k * np.array(velocities), alpha)
            + mass[:, None, None] * beta)


def interband_strength(h, dh):
    """Transition energy and sum over band pairs of |<c|dH/dk|v>|^2."""
    energy, states = np.linalg.eigh(h)
    lower, upper = states[:, :, :2], states[:, :, 2:]
    element = np.conj(np.swapaxes(upper, 1, 2)) @ (dh @ lower)
    return energy[:, 2] - energy[:, 1], np.sum(abs(element)**2, axis=(1, 2))


# ---- Test: matrix-element sum from eigenvectors at random wave vectors
rng = np.random.default_rng(4)
k_random = rng.normal(size=(50, 3))
transition, strength = interband_strength(hamiltonian(k_random, 0.7), alpha[2])
n_z = k_random[:, 2] / (transition / 2)
assert np.allclose(strength, 2 * (1 - n_z**2), atol=1e-11)

# ---- Test: spectral averages on a Cartesian k grid, no delta function
# A smooth Gaussian window in photon energy replaces the delta function.
width = 0.3
centers = (2.2, 3.0, 3.6)


def grid_averages(mass, velocities, axis, points):
    half = 3.6
    step = 2 * half / points
    line = -half + step * (np.arange(points) + 0.5)
    k = np.stack(np.meshgrid(line, line, line, indexing='ij'), -1).reshape(-1, 3)
    w, s = interband_strength(hamiltonian(k, mass, velocities),
                              velocities[axis] * alpha[axis])
    cell = (step / (2 * np.pi))**3
    out = []
    for c in centers:
        window = np.exp(-(w - c)**2 / (2 * width**2))
        out.append([np.pi * cell * np.sum(s * window), cell * np.sum(window)])
    return np.array(out)


def formula_averages(mass, velocities, axis):
    volume = np.prod(velocities)
    out = []
    for c in centers:
        def window(w):
            return np.exp(-(w - c)**2 / (2 * width**2))

        def absorbed(w):
            sigma = w / (12 * np.pi) * velocities[axis]**2 / volume
            return w * sigma * mass_factor(2 * mass / w) * window(w)

        def pairs(w):
            root = np.sqrt(1 - (2 * mass / w)**2)
            return w**2 * root / (16 * np.pi**2 * volume) * window(w)
        low = max(2 * mass, 1e-9)
        out.append([quad(f, low, c + 9 * width, points=[max(c, low + 0.01)],
                         limit=200, epsabs=1e-12)[0] for f in (absorbed, pairs)])
    return np.array(out)


grid_error = 0.0
for mass, vel, axis in ((1.0, (1.0, 1.0, 1.0), 2), (0.0, (1.0, 1.0, 1.0), 2),
                        (1.0, (1.0, 0.8, 1.3), 2)):
    computed = grid_averages(mass, vel, axis, 48)
    predicted = formula_averages(mass, vel, axis)
    error = np.max(abs(computed / predicted - 1))
    assert error < 2e-4, (mass, vel, error)
    grid_error = max(grid_error, error)
    if mass == 1.0 and vel[1] == 1.0:
        coarse = grid_averages(mass, vel, axis, 36)
        mesh_shift = np.max(abs(coarse / computed - 1))
assert mesh_shift < 1e-3

# ---- Test: energy absorbed from a weak pulse, time-dependent Dirac equation
# Vector potential A(t) = A0 exp(-t^2/(2 tau^2)) cos(carrier*t) along z.
pulse_a0, tau = 0.002, 4.0


def pulse_energy(carrier):
    xr, wr = np.polynomial.legendre.leggauss(90)
    xc, wc = np.polynomial.legendre.leggauss(6)
    kr, wr = 1.6 * (xr + 1), 1.6 * wr
    radius, cosine = [a.ravel() for a in np.meshgrid(kr, xc, indexing='ij')]
    weight = np.outer(wr * kr**2, wc).ravel() / (4 * np.pi**2)
    k = np.stack([radius * np.sqrt(1 - cosine**2), 0 * radius,
                  radius * cosine], -1)
    h0 = hamiltonian(k, 1.0)
    energy, states = np.linalg.eigh(h0)
    psi = states[:, :, :2].copy()
    steps = 1600
    dt = 12 * tau / steps

    def slope(t, p):
        a = pulse_a0 * np.exp(-t**2 / (2 * tau**2)) * np.cos(carrier * t)
        return -1j * ((h0 + a * alpha[2]) @ p)
    for j in range(steps):
        t = -6 * tau + j * dt
        s1 = slope(t, psi)
        s2 = slope(t + dt / 2, psi + dt / 2 * s1)
        s3 = slope(t + dt / 2, psi + dt / 2 * s2)
        s4 = slope(t + dt, psi + dt * s3)
        psi = psi + dt / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    excited = np.conj(np.swapaxes(states[:, :, 2:], 1, 2)) @ psi
    population = np.sum(abs(excited)**2, axis=(1, 2))
    return np.sum(weight * (energy[:, 2] - energy[:, 1]) * population)


def pulse_prediction(carrier):
    def integrand(w):
        a_w = (pulse_a0 * tau * np.sqrt(2 * np.pi) / 2
               * (np.exp(-(w - carrier)**2 * tau**2 / 2)
                  + np.exp(-(w + carrier)**2 * tau**2 / 2)))
        return w / (12 * np.pi) * mass_factor(2 / w) * w**2 * a_w**2 / np.pi
    return quad(integrand, 2, carrier + 2.5, points=[carrier],
                limit=200, epsabs=1e-16)[0]


pulse_ratios = []
for carrier in (2.6, 4.0):
    ratio = pulse_energy(carrier) / pulse_prediction(carrier)
    assert abs(ratio - 1) < 2e-3, (carrier, ratio)
    pulse_ratios.append(ratio)

# ---- Test: limits and monotonic fall of the mass factor
xs, ds = sp.symbols('x delta', positive=True)
factor = sp.sqrt(1 - xs**2) * (1 + xs**2 / 2)
series = sp.series(factor, xs, 0, 6).removeO()
assert sp.simplify(series - (1 - sp.Rational(3, 8) * xs**4)) == 0
for delta in (1e-4, 1e-5):
    edge = mass_factor(1 / (1 + delta)) / (1.5 * np.sqrt(2 * delta))
    assert abs(edge - 1) < 5 * delta
assert np.all(np.diff(mass_factor(np.linspace(0.001, 1, 2000))) < 0)

# ---- Worked example: rough values in the regime of lead selenide at 77 K
gap, velocity, valleys, index = 0.17, 5.0e5, 4, 5.0
photon, temperature = 0.25, 77.0
delta_mass = gap / 2
hbar_ev = const.hbar / const.e
hv = hbar_ev * velocity * 1e9                 # eV nm
quantum = const.e**2 / const.hbar             # siemens
to_s_cm = 1e9 / 100                           # siemens/nm to S/cm


def sigma_massless(w):
    omega = w / hbar_ev
    return valleys * quantum * omega / (12 * np.pi * velocity) / 100


def sigma_shell(w, curvature):
    """Numerical energy-shell conductivity, mass term Delta + curvature*k^2."""
    def energy(k):
        return np.hypot(hv * k, delta_mass + curvature * k**2)
    k0 = brentq(lambda k: 2 * energy(k) - w, 1e-9, 3.0, xtol=1e-14)
    dk = 1e-5
    slope = (energy(k0 + dk) - energy(k0 - dk)) / (2 * dk)
    c, wc = np.polynomial.legendre.leggauss(12)
    k = k0 * np.stack([np.sqrt(1 - c**2), 0 * c, c], -1)
    h = hamiltonian(k, delta_mass + curvature * k0**2, (hv, hv, hv))
    dh = hv * alpha[2] + 2 * curvature * k[:, 2][:, None, None] * beta
    s = interband_strength(h, dh)[1]
    shell = k0**2 / (4 * np.pi**2) * np.sum(wc * s) / (2 * slope)
    return valleys * quantum * np.pi / w * shell * to_s_cm, k0


x = gap / photon
sigma0 = sigma_massless(photon)
sigma = sigma0 * mass_factor(x)
sigma_numeric, k_shell = sigma_shell(photon, 0.0)
assert abs(sigma_numeric / sigma - 1) < 1e-6
absorption = sigma * 100 / (index * const.epsilon_0 * const.c) / 100   # 1/cm
mass_ratio = delta_mass * const.e / velocity**2 / const.m_e

# Neglected: occupation at finite temperature and doping
kt = const.k * temperature / const.e
xg, wg = np.polynomial.legendre.leggauss(600)
k_nodes, k_weights = 1.5 * (xg + 1), 1.5 * wg


def net_density(mu):
    e = np.hypot(hv * k_nodes, delta_mass)
    net = expit((mu - e) / kt) - expit((-mu - e) / kt)
    return valleys / np.pi**2 * np.sum(k_weights * k_nodes**2 * net) * 1e21


def occupation(mu):
    return expit((mu + photon / 2) / kt) - expit((mu - photon / 2) / kt)


doping_rows = []
for density in (1e17, 1e18):
    mu = brentq(lambda m: net_density(m) / density - 1, 0.0, 0.5)
    doping_rows.append((density, mu, occupation(mu)))

# Neglected: anisotropic mass, four valleys along the cube diagonals
mass_anisotropy = 1.8
vt2, vl2 = mass_anisotropy**(1 / 3), mass_anisotropy**(-2 / 3)
tensor = np.zeros((3, 3))
for axis in ([1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]):
    n = np.array(axis) / np.sqrt(3)
    tensor += (vt2 * (np.eye(3) - np.outer(n, n)) + vl2 * np.outer(n, n)) / 4
assert np.allclose(tensor, tensor[0, 0] * np.eye(3), atol=1e-12)

# Neglected: curvature from remote bands
remote_mass = 0.3
curvature = const.hbar**2 / (2 * remote_mass * const.m_e) / const.e * 1e18
remote_ratio = sigma_shell(photon, curvature)[0] / sigma

# Neglected: electron-hole attraction, Coulomb contact factor
relative_velocity = 2 * velocity * np.sqrt(1 - x**2)


def contact_factor(permittivity):
    eta = const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity
                        * const.hbar * relative_velocity)
    value = 2 * np.pi * eta / (1 - np.exp(-2 * np.pi * eta))
    rho = mp.mpf('1e-5')
    wave = mp.coulombf(0, -eta, rho) / rho
    assert abs(float(wave**2) / value - 1) < 1e-4
    return value


eps_electronic, eps_static = index**2, 200.0
contact_fast = contact_factor(eps_electronic)
contact_slow = contact_factor(eps_static)

print("TESTS (dimensionless)")
print(f"largest relative error, k-grid averages: {grid_error:.1e}")
print(f"largest relative shift, 36^3 to 48^3 mesh: {mesh_shift:.1e}")
print(f"pulse energy / formula, carrier = 1.3 gap: {pulse_ratios[0]:.5f}")
print(f"pulse energy / formula, carrier = 2.0 gap: {pulse_ratios[1]:.5f}")
print("EXAMPLE INPUTS (rough, lead selenide regime)")
print(f"gap: {gap:.2f} eV; photon energy: {photon:.2f} eV")
print(f"velocity: {velocity:.1e} m/s; valleys: {valleys}")
print(f"refractive index: {index:.1f}; temperature: {temperature:.0f} K")
print("EXAMPLE RESULTS")
print(f"wavelength: {const.h*const.c/(photon*const.e)*1e9:.0f} nm")
print(f"band-edge mass: {mass_ratio:.4f} electron masses")
print(f"hbar*v: {hv:.4f} eV nm; shell wave vector: {k_shell:.4f} 1/nm")
print(f"x = gap/photon energy: {x:.4f}")
print(f"phase-space factor sqrt(1-x^2): {np.sqrt(1-x**2):.4f}")
print(f"matrix-element factor 1+x^2/2: {1+x**2/2:.4f}")
print(f"mass factor F: {mass_factor(x):.4f}")
print(f"massless conductivity, one valley: {sigma0/valleys:.2f} S/cm")
print(f"massless conductivity, all valleys: {sigma0:.1f} S/cm")
print(f"massive conductivity, all valleys: {sigma:.1f} S/cm")
print(f"same, numerical energy shell: {sigma_numeric:.1f} S/cm")
print(f"absorption coefficient: {absorption:.3e} 1/cm")
print(f"absorption length: {1e7/absorption:.0f} nm")
print("TABLE: photon energy (eV), x, F, 1-3x^4/8, sigma (S/cm)")
for w in (0.18, 0.20, 0.25, 0.35, 0.50):
    r = gap / w
    print(f"{w:.2f}  {r:.4f}  {mass_factor(r):.4f}  {1-3*r**4/8:.4f}"
          f"  {sigma_massless(w)*mass_factor(r):.1f}")
print("NEGLECTED EFFECTS (multipliers of sigma at the example energy)")
print(f"thermal energy kT: {kt*1000:.2f} meV")
print(f"undoped: 1 - occupation factor = {1-occupation(0.0):.1e}")
for density, mu, occ in doping_rows:
    print(f"density {density:.0e} 1/cm3: mu = {mu:.4f} eV, factor {occ:.4f}")
print(f"mass anisotropy {mass_anisotropy:.1f} (rough): {tensor[0,0]:.4f}")
print(f"remote-band mass {remote_mass:.1f} m_e (rough): {remote_ratio:.4f}")
print(f"pair relative velocity: {relative_velocity:.3e} m/s")
print(f"attraction, permittivity {eps_electronic:.0f}: {contact_fast:.3f}")
print(f"attraction, permittivity {eps_static:.0f} (rough): {contact_slow:.3f}")
print("verified")
```

Running it gives:

```
TESTS (dimensionless)
largest relative error, k-grid averages: 4.6e-09
largest relative shift, 36^3 to 48^3 mesh: 4.9e-08
pulse energy / formula, carrier = 1.3 gap: 0.99997
pulse energy / formula, carrier = 2.0 gap: 0.99997
EXAMPLE INPUTS (rough, lead selenide regime)
gap: 0.17 eV; photon energy: 0.25 eV
velocity: 5.0e+05 m/s; valleys: 4
refractive index: 5.0; temperature: 77 K
EXAMPLE RESULTS
wavelength: 4959 nm
band-edge mass: 0.0598 electron masses
hbar*v: 0.3291 eV nm; shell wave vector: 0.2785 1/nm
x = gap/photon energy: 0.6800
phase-space factor sqrt(1-x^2): 0.7332
matrix-element factor 1+x^2/2: 1.2312
mass factor F: 0.9027
massless conductivity, one valley: 49.05 S/cm
massless conductivity, all valleys: 196.2 S/cm
massive conductivity, all valleys: 177.1 S/cm
same, numerical energy shell: 177.1 S/cm
absorption coefficient: 1.334e+04 1/cm
absorption length: 749 nm
TABLE: photon energy (eV), x, F, 1-3x^4/8, sigma (S/cm)
0.18  0.9444  0.4753  0.7016  67.1
0.20  0.8500  0.7171  0.8042  112.5
0.25  0.6800  0.9027  0.9198  177.1
0.35  0.4857  0.9772  0.9791  268.4
0.50  0.3400  0.9948  0.9950  390.3
NEGLECTED EFFECTS (multipliers of sigma at the example energy)
thermal energy kT: 6.64 meV
undoped: 1 - occupation factor = 1.3e-08
density 1e+17 1/cm3: mu = 0.0808 eV, factor 0.9987
density 1e+18 1/cm3: mu = 0.1037 eV, factor 0.9611
mass anisotropy 1.8 (rough): 1.0362
remote-band mass 0.3 m_e (rough): 0.7209
pair relative velocity: 7.332e+05 m/s
attraction, permittivity 25: 1.421
attraction, permittivity 200 (rough): 1.048
verified
```
